When the potential acting on a molecule or solid is changed slightly, one must decide whether to repeat the self-consistent calculation or to diagonalize once in the old effective potential plus the change, and compare sums of eigenvalues. The second way is cheap, but an eigenvalue sum is not a total energy: it counts the Hartree interaction twice and treats exchange and correlation wrongly. The Andersen force theorem says when the difference of eigenvalue sums is nevertheless the difference of total energies, and its second-order correction says how far this can be trusted.

Hartree atomic units are used. Let \(N\) electrons occupy Kohn-Sham spin orbitals \(\phi_i\) with energies \(\varepsilon_i\) and occupations \(f_i\), so that \(n=\sum_i f_i|\phi_i|^2\). The perturbation is \(\lambda w(\mathbf r)\), a local potential that does not depend on the density. Smeared occupations are included from the start, with \(\tau=k_BT\) and the dimensionless entropy

\[
S=-\sum_i\left[f_i\ln f_i+(1-f_i)\ln(1-f_i)\right].
\]

The total energy, which is a free energy when \(\tau>0\), is

\[
E(\lambda)=T_s-\tau S+\int (v_{\rm ext}+\lambda w)\,n+E_{\rm Hxc}[n]+E_{\rm ion},
\]

where \(T_s\) is the orbital kinetic energy, \(E_{\rm Hxc}\) is the Hartree plus exchange-correlation energy, and \(E_{\rm ion}\) is the ion-ion repulsion. The functional is assumed smooth, with

\[
v_{\rm Hxc}(\mathbf r)=\frac{\delta E_{\rm Hxc}}{\delta n(\mathbf r)},\qquad
K(\mathbf r,\mathbf r')=\frac{\delta v_{\rm Hxc}(\mathbf r)}{\delta n(\mathbf r')} .
\]

As a second derivative of one functional, \(K\) is symmetric.

The band energy belongs to a given potential \(v\), whether or not that potential is self-consistent:

\[
A[v]=\sum_i f_i\varepsilon_i-\tau S .
\]

To find its response to a small \(\delta v\), note first that \(\delta\varepsilon_i=\int|\phi_i|^2\delta v\). The change of the orbital itself does not contribute, because it would add \(\varepsilon_i\,\delta\langle\phi_i|\phi_i\rangle\), which is zero for normalized orbitals. The entropy changes by

\[
\tau\,\delta S=-\tau\sum_i\ln\frac{f_i}{1-f_i}\,\delta f_i=\sum_i(\varepsilon_i-\mu)\,\delta f_i ,
\]

since the Fermi function obeys \(\ln[f_i/(1-f_i)]=-(\varepsilon_i-\mu)/\tau\). Therefore

\[
\delta A=\sum_i f_i\,\delta\varepsilon_i+\sum_i\varepsilon_i\,\delta f_i-\sum_i(\varepsilon_i-\mu)\,\delta f_i
=\int n\,\delta v+\mu\,\delta N .
\]

At fixed electron number the last term vanishes and

\[
\delta A=\int n\,\delta v .
\]

Electrons may move between levels, but this costs nothing at first order. For a gapped system at \(\tau=0\) the occupations do not change at all, and \(A\) is the plain eigenvalue sum. In a metal with a smooth, finite density of states, as \(\tau\to0\), a number of electrons of order \(\lambda\) is transferred between levels within an energy of order \(\lambda\) of the Fermi level, so the transfer costs energy of order \(\lambda^2\). A partly filled degenerate level at \(\tau=0\) is different: the perturbation splits it, the electrons take the lower branches, and the energy can have a kink at \(\lambda=0\). That case is excluded.

The link between band and total energy is the Harris-Foulkes functional. It takes an input density \(n_{\rm in}\), builds the potential from it, and solves once:

\[
E_{\rm HF}[n_{\rm in};\lambda]=A\big[v_{\rm ext}+\lambda w+v_{\rm Hxc}[n_{\rm in}]\big]+D[n_{\rm in}]+E_{\rm ion},
\]

\[
D[n]=E_{\rm Hxc}[n]-\int v_{\rm Hxc}[n]\,n .
\]

At self-consistency it equals the total energy. Each eigenvalue is the expectation value of kinetic energy plus potential, so

\[
A=T_s-\tau S+\int(v_{\rm ext}+\lambda w)\,n+\int v_{\rm Hxc}[n]\,n ,
\]

and adding \(D[n]\) replaces the last integral by \(E_{\rm Hxc}[n]\).

Away from self-consistency the orbitals give an output density \(n_{\rm out}\ne n_{\rm in}\). Vary \(n_{\rm in}\) by \(\delta n_{\rm in}\) at constant particle number. The potential changes by \(K\delta n_{\rm in}\), where a product with \(K\) implies integration, so \(\delta A=\int n_{\rm out}K\delta n_{\rm in}\). The double-counting term changes by

\[
\delta D=\int v_{\rm Hxc}\,\delta n_{\rm in}-\int v_{\rm Hxc}\,\delta n_{\rm in}-\int n_{\rm in}K\,\delta n_{\rm in}
=-\int n_{\rm in}K\,\delta n_{\rm in}.
\]

The sum is

\[
\delta E_{\rm HF}=\int (n_{\rm out}-n_{\rm in})\,K\,\delta n_{\rm in}.
\]

The functional is thus stationary at the self-consistent density, though this need not be a minimum.

Let \(n_0\) be the self-consistent density at \(\lambda=0\), \(v_0=v_{\rm ext}+v_{\rm Hxc}[n_0]\), and \(n_\lambda\) the self-consistent density at \(\lambda\). Insert \(n_{\rm in}=n_0\) for every \(\lambda\). Then \(D[n_0]\) and \(E_{\rm ion}\) are the same with and without the perturbation and cancel in the difference:

\[
E_{\rm HF}[n_0;\lambda]-E(0)=A[v_0+\lambda w]-A[v_0].
\]

This is an identity for any \(\lambda\). The true energy is \(E(\lambda)=E_{\rm HF}[n_\lambda;\lambda]\). For a stable reference \(n_\lambda-n_0\) is of order \(\lambda\), and since \(E_{\rm HF}\) is stationary at \(n_\lambda\), replacing \(n_\lambda\) by \(n_0\) makes an error of order \(\lambda^2\). Hence

\[
E(\lambda)-E(0)=A[v_0+\lambda w]-A[v_0]+O(\lambda^2),
\]

which is the force theorem. Both sides have the initial slope \(\int n_0w\).

The band energies here must be those of the frozen potential. In a self-consistent calculation the potential also changes by \(\lambda K\delta n\), where \(n_\lambda=n_0+\lambda\,\delta n+O(\lambda^2)\). The self-consistent band energy \(A\) then has slope \(\int n_0w+\int n_0K\delta n\), while \(D\) has slope \(-\int n_0K\delta n\). The two extra terms cancel in the total energy, but not in the band energy taken alone. Freezing the potential removes both.

The neglected term follows from the slopes at finite \(\lambda\). Because \(E_{\rm HF}\) is stationary at \(n_\lambda\), only its explicit dependence on \(\lambda\) contributes to \(dE/d\lambda\), and

\[
\frac{dE}{d\lambda}=\int n_\lambda w,\qquad
\frac{d}{d\lambda}A[v_0+\lambda w]=\int n_\lambda^{\rm fr}w ,
\]

where \(n_\lambda^{\rm fr}=n_0+\lambda\,\delta n_{\rm fr}+O(\lambda^2)\) is the density found in the frozen potential. Integration over \(\lambda\) gives

\[
E(\lambda)-E(0)=\lambda\int n_0w+\frac{\lambda^2}{2}\int w\,\delta n+O(\lambda^3),
\]

\[
A[v_0+\lambda w]-A[v_0]=\lambda\int n_0w+\frac{\lambda^2}{2}\int w\,\delta n_{\rm fr}+O(\lambda^3).
\]

Let \(\chi_0=\delta n/\delta v\) be the response of independent electrons at fixed \(N\). Since \(n=\delta A/\delta v\), \(\chi_0\) is a second derivative of \(A\) and is symmetric. In the frozen calculation the electrons feel \(w\); in the self-consistent one they feel \(w+K\delta n\):

\[
\delta n_{\rm fr}=\chi_0w,\qquad
\delta n=\chi_0(w+K\delta n)=\delta n_{\rm fr}+\chi_0K\delta n .
\]

Subtracting the two energy expansions and using the symmetry of \(\chi_0\),

\[
\frac12\int w(\delta n-\delta n_{\rm fr})=\frac12\int w\,\chi_0K\delta n=\frac12\int(\chi_0w)K\delta n .
\]

The force theorem with its leading correction is therefore

\[
E(\lambda)-E(0)=A[v_0+\lambda w]-A[v_0]+C\lambda^2+O(\lambda^3),
\]

\[
C=\frac12\iint\delta n_{\rm fr}(\mathbf r)\,K(\mathbf r,\mathbf r')\,\delta n(\mathbf r')\,d\mathbf r\,d\mathbf r' .
\]

It is an interaction energy between two density changes, one unscreened and one screened. For a weak kernel both may be replaced by \(\delta n_{\rm fr}\). If screening suppresses \(\delta n\) almost completely, \(C\) approaches \(-\frac12\int w\,\delta n_{\rm fr}\) and cancels nearly the whole second-order band energy. In general \(C\) is of the same order in \(\lambda\) as the second-order energy itself. When symmetry makes \(\int n_0w\) vanish, the theorem correctly gives a zero slope, but the remaining band-energy difference is not in general the total-energy difference.

The sign of \(C\) can be settled for kernels of one sign. At fixed \(N\), \(A[v]\) is the minimum of the independent-electron free energy over all one-particle density matrices. Using the unperturbed one as a trial gives \(A[v_0+\lambda w]\le A[v_0]+\lambda\int n_0w\), so \(\int w\chi_0w\le0\) and \(P=-\chi_0\) is non-negative. The response equation becomes \((1+PK)\delta n=-Pw\). For a positive kernel, with \(B=K^{1/2}PK^{1/2}\),

\[
K(1+PK)^{-1}=K^{1/2}(1+B)^{-1}K^{1/2},
\]

as multiplication by \(1+PK\) from the right confirms, because \(K^{1/2}(1+PK)=(1+B)K^{1/2}\). With \(y=K^{1/2}Pw\),

\[
C=\frac12\int (Pw)\,K(1+PK)^{-1}(Pw)=\frac12\int y\,(1+B)^{-1}y\ \ge 0 .
\]

The frozen calculation then lies too low at second order: without the opposing interaction the density responds too freely. For a purely attractive kernel \(K=-L\), the same steps give

\[
C=-\frac12\int y\,(1-B)^{-1}y\le0,\qquad B=L^{1/2}PL^{1/2},\quad y=L^{1/2}Pw,
\]

provided all eigenvalues of \(B\) are below one, which is the condition of stability. As one of them approaches one, \(C\) diverges if \(y\) has a component along that mode, and the useful range of \(\lambda\) shrinks. A kernel with a repulsive Hartree part and an attractive exchange-correlation part has no sign fixed by this argument.

A one-dimensional model shows the sizes. Six spin-paired electrons move in a box from \(-12\) to \(12\) bohr with five ions at \(-5,-2.5,0,2.5,5\) bohr, of charges \(2,1,1,1,1\). All Coulomb interactions have the soft form \(1/\sqrt{x^2+1}\), and exchange and correlation are replaced by the model energy \(-\frac a2\int n^2/(1+n)\,dx\) with \(a=0.3\) hartree bohr and \(n\) in electrons per bohr. The perturbation is \(w=e^{-(x-5)^2}\), with \(\lambda\) in hartree. The model is solved on a grid of step 0.2 bohr with a three-point kinetic operator; the digits quoted below belong to this discretized model and serve to compare the formulas with one another, not as continuum values. With \(\tau=0.001\) hartree the occupations are sharp: levels 3 and 4 lie at 0.031 and 0.127 hartree. These energies are positive, whereas the potential of a neutral chain tends to zero far away, so the calculation does not show either level to be bound in the free chain. Repulsive barriers of the self-consistent potential just outside the chain help to keep level 3 near the ions. The positions of both levels and the gap between them depend on the box, and they shrink as it is widened. The results describe this confined model, not a free chain.

The initial slope \(\int n_0w\) is 0.67177, and finite differences of the self-consistent and frozen energies both give this value. The quadratic coefficients are \(-0.2957\) for the self-consistent energy and \(-0.8698\) for the band energy, in hartree\(^{-1}\), so

\[
C=-0.2957+0.8698=0.5741\ {\rm hartree}^{-1}.
\]

The double integral, with \(\chi_0\) computed as a sum over states, gives the same number. Its Hartree part is 0.6328 and its local part \(-0.0587\). The band energy overestimates the second-order lowering by a factor \(0.8698/0.2957\approx2.9\), although its first-order term is correct. These second-order numbers are sensitive to the confinement. With the half-width of the box raised from 12 to 16 and 20 bohr, the slope changes only to 0.663 and 0.660 and the self-consistent coefficient to \(-0.305\) and \(-0.310\), but the band coefficient goes to \(-0.916\) and \(-0.973\), and \(C\) rises to 0.611 and 0.662 hartree\(^{-1}\). The grid matters less: in the original box a converged kinetic operator gives \(C=0.571\) hartree\(^{-1}\).

For \(\lambda=0.02\) hartree the self-consistent energy rises by 13.317 millihartree and the band energy by 13.085. The difference is 0.232 millihartree, against

\[
C\lambda^2=0.5741\times(0.02)^2\ {\rm hartree}=0.230\ {\rm millihartree}.
\]

Relative to the self-consistent change the error is 1.7 percent. At \(\lambda=0.08\) hartree the changes are 51.861 and 48.085 millihartree, and the error has grown to 3.776 millihartree, or 7.3 percent; \(C\lambda^2\) accounts for 3.674 of it. To leading order the relative error is \(\lambda C/\int n_0w\approx0.85\lambda\), with \(\lambda\) in hartree, which gives a quick estimate before a larger perturbation is tried.

The same model with \(\tau=0.05\) hartree shows what fixed \(N\) and the entropy do. Level 3 now has occupation 0.750 per spin, which in the frozen potential changes with \(\lambda\) at the rate \(-0.327\) hartree\(^{-1}\). Yet the band free energy has the slope \(\int n_0w=0.63203\), and so has the eigenvalue sum with occupations held at their initial values, as the cancellation above requires. If \(-\tau S\) is left out, the slopes are 0.673 for the self-consistent energy and 0.726 for the frozen eigenvalue sum. They disagree because each contains its own \(\tau\,dS/d\lambda\), and the levels respond to \(w+K\delta n\) in one case and to \(w\) in the other. With smearing the theorem is therefore a statement about free energies.

If the chemical potential is held fixed instead of \(N\), the term \(\mu\,\delta N\) survives. In the frozen potential, with \(\mu=0.056664\) hartree, the band slope is 0.474275 and \(dN/d\lambda=-2.784039\) hartree\(^{-1}\). Removing the particle term gives

\[
0.474275-0.056664\times(-2.784039)=0.63203 ,
\]

the slope \(\int n_0w\) again. At fixed \(\mu\) the quantity to compare is \(A-\mu N\), not \(A\).

When an ion moves by \(u\), the perturbation is the change of \(v_{\rm ext}\), and the change of \(E_{\rm ion}\) must be added. One must also say what is frozen. If \(v_{\rm Hxc}[n_0]\) stays in place, the theorem holds as before. For the last ion of the sharp-occupation model the band slope is 0.2253 and the ion-ion slope \(-0.2028\) hartree/bohr. Their sum, 0.0225 hartree/bohr, is the self-consistent slope.

It may seem more natural to let part of the density follow the ion, \(n_{\rm in}=n_0+um\) with \(\int m=0\). Then \(D[n_{\rm in}]\) changes at first order, by \(-u\int n_0Km\), and must be kept. With the one-electron Gaussian \(e^{-(x-R)^2}/\sqrt\pi\), centred on the ion position \(R\), carried along, the band slope is 0.0116 and the double-counting slope 0.2137 hartree/bohr, so

\[
0.0116+0.2137-0.2028=0.0225\ {\rm hartree/bohr}.
\]

Without the double-counting part the result would be \(-0.1912\) hartree/bohr, which has the wrong sign.

The second-order error for such an input follows from the gradient of \(E_{\rm HF}\). Let \(d=n_{\rm in}-n_{\rm scf}\), where \(n_{\rm scf}\) is the self-consistent density of the displaced system. To first order in \(d\), the output differs from \(n_{\rm scf}\) by \(\chi_0Kd\), so \(n_{\rm out}-n_{\rm in}=(\chi_0K-1)d\). Integrating the gradient along the inputs \(n_{\rm scf}+sd\), with \(s\) from 0 to 1,

\[
E_{\rm HF}-E=\int_0^1 s\,ds\int dK(\chi_0K-1)d=\frac12\int (n_{\rm in}-n_{\rm scf})K(n_{\rm out}-n_{\rm in}),
\]

up to third order. For the frozen input \(n_{\rm in}=n_0\) under \(\lambda w\), the two factors are \(-\lambda\delta n\) and \(\lambda\delta n_{\rm fr}\), and the result is \(-C\lambda^2\), as it must be. For the displaced ion the coefficient of \(u^2\) is \(-0.1438\) hartree/bohr\(^2\) with the frozen density and \(-0.0171\) with the carried one. Here the carried density is the better input by a factor of about eight. The formula does not guarantee this for every choice of \(m\); the gain depends on how well \(um\) imitates the self-consistent change.

The reference must itself be self-consistent. If the frozen potential comes from an unconverged density, the band slope is \(\int n_{\rm out}w\) instead of \(\int n_0w\), and the energy difference acquires the error \(\lambda\int(n_{\rm out}-n_0)w\), which is of first order in \(\lambda\). One well-converged reference calculation is the price of avoiding the later ones. The numerical check checks the slopes, the formula for \(C\), its sign for kernels of one sign, and the two displacement errors.

## Computed results

```
electrons 6; ion charges [2. 1. 1. 1. 1.] e; ion positions [-5.  -2.5  0.   2.5  5. ] bohr
box half-width 12.0 bohr, grid step 0.20 bohr, 121 points; local strength 0.3 hartree bohr
[sharp] kT 0.001 hartree; electronic total -6.531940 hartree; T*S 0.000000 hartree
  levels 3 and 4: 0.03058, 0.12746 hartree; occupations per spin 1.0000, 0.0000
  first-order slope: integral n0*w 0.6717706, SCF 0.6717706, frozen band 0.6717706
  lambda^2 coefficient: SCF -0.295693, frozen band -0.869814 1/hartree
  neglected C: energies 0.574121, formula 0.574121 1/hartree
  parts of C: Hartree 0.632777, local -0.058656 1/hartree
  lambda(hartree)  dE_SCF  dE_band  difference  C*lambda^2  (last four in millihartree)
   -0.04   -27.34529   -28.24121    0.89593    0.91859
   -0.02   -13.55386   -13.78085    0.22698    0.22965
    0.02    13.31731    13.08539    0.23193    0.22965
    0.04    26.39918    25.46409    0.93509    0.91859
    0.08    51.86141    48.08509    3.77632    3.67437
  C with Hartree kernel only 0.593231, with local attraction only -0.289726 1/hartree
  last ion displaced, slopes in hartree/bohr:
    full SCF with ion-ion 0.022523; ion-ion part -0.202798
    frozen potential: band 0.225321, band + ion-ion 0.022523
    carried potential: band 0.011585, double counting 0.213735, sum with ion-ion 0.022523
  u^2 coefficient of Harris-Foulkes minus SCF, hartree/bohr^2:
    frozen: energies -0.143832, formula -0.143832
    carried: energies -0.017063, formula -0.017063
[smeared] kT 0.050 hartree; electronic total -6.606095 hartree; T*S 0.163065 hartree
  levels 3 and 4: 0.00164, 0.12065 hartree; occupations per spin 0.7503, 0.2176
  first-order slope: integral n0*w 0.6320290, SCF 0.6320290, frozen band 0.6320290
  lambda^2 coefficient: SCF -0.298056, frozen band -0.774285 1/hartree
  neglected C: energies 0.476229, formula 0.476229 1/hartree
  parts of C: Hartree 0.527819, local -0.051591 1/hartree
  slope with occupations held 0.6320290; d(occupation of level 3)/d(lambda) -0.32674 1/hartree
  slopes without -T*S: SCF 0.673029, frozen band 0.726213
  fixed mu 0.056664 hartree: band slope 0.474275, dN/d(lambda) -2.784039 1/hartree
  fixed-mu band slope minus mu*dN/d(lambda) 0.632029
```
